# Why Tersoff silicon with h = −0.598 still forms diamond

## Question

The Tersoff potential has an angular function with its minimum at $\cos\theta=h$. I took $h$ to be the cosine of the bond angle that the material wants, so for silicon I expected $h=-1/3$, the tetrahedral value. The published silicon set I use has $h=-0.59825$, which corresponds to about 127°. Yet diamond, with angles of 109.5°, is said to be the ground state of this potential. How can both be true? Would setting $h=-1/3$ make diamond more secure?

## Answer

The parameter $h$ is the cosine preferred by one pair of bonds. An atom with four bonds has six pairs, and they cannot all open to 127°. Their best compromise is the tetrahedron. Whether four bonds are better than three, six or twelve is a separate matter, and there the value of $h$ has a strong influence.

### The energy

Write the energy as a sum of site energies, $E=\sum_iE_i$, with

$$E_i=\tfrac12\sum_j f(r_{ij})\left[Ae^{-\lambda r_{ij}}-b_{ij}Be^{-\mu r_{ij}}\right],\qquad b=\left[1+(\beta\zeta)^n\right]^{-1/2n},$$

$$\zeta_{ij}=\sum_{k\ne i,j}f(r_{ik})\,g(\cos\theta_{jik})\,e^{\lambda_3^3(r_{ij}-r_{ik})^3},\qquad g=1+\frac{c^2}{d^2}-\frac{c^2}{d^2+(h-\cos\theta)^2}.$$

The cutoff $f$ falls from 1 to 0 between 2.7 and 3.0 Å. A larger $\zeta$ means a smaller bond order $b$ and a weaker bond. No physical constants appear, so the algebra is the same in atomic units.

For two bonds of equal length there is one angle, and the energy is lowest where $g$ is least. Direct minimization gives 126.74°, which is $\arccos h$. In this sense $h$ does encode an angle.

### Four bonds cannot all have that angle

Let $\mathbf u_j$ be the unit vectors along $Z$ bonds and $\mathbf U=\sum_j\mathbf u_j$. Expanding the square gives

$$|\mathbf U|^2=Z+2\sum_{j<k}\cos\theta_{jk}\ge0\quad\Rightarrow\quad\sum_{j<k}\cos\theta_{jk}\ge-\frac Z2 .$$

There are $Z(Z-1)/2$ pairs, so the mean cosine is at least $-1/(Z-1)$. For four bonds this is $-1/3$. A mean of $-0.598$ is out of reach.

Next, find the arrangement with the least total penalty. With $x=\cos\theta-h$,

$$g'=\frac{2c^2x}{(d^2+x^2)^2},\qquad g''=\frac{2c^2(d^2-3x^2)}{(d^2+x^2)^3},$$

where primes on $g$ are derivatives with respect to $\cos\theta$. Here $d=16.217$, while $|x|\le2$ for any $h$ between $-1$ and 1, so $g$ is convex, and it rises with $\cos\theta$ above $h$. For $-1\le h\le-1/3$, convexity followed by this monotonic rise gives

$$\frac16\sum_{j<k}g(\cos\theta_{jk})\ \ge\ g\big(\overline{\cos\theta}\big)\ \ge\ g(-1/3).$$

The tetrahedron attains this bound, because all six of its cosines equal $-1/3$.

The result extends to larger $h$ if we use the large-$d$ form $g\simeq1+Kx^2$, with $K=c^2/d^4$. Define the matrix $M=\sum_j\mathbf u_j\mathbf u_j^T$. Its trace is 4 and it has three eigenvalues, so $\mathrm{Tr}\,M^2\ge16/3$. Also $\mathrm{Tr}\,M^2=4+2\sum_{j<k}\cos^2\theta_{jk}$, hence $\sum_{j<k}\cos^2\theta_{jk}\ge2/3$. For $h<0$ the factor $-2h$ is positive, and

$$\sum_{j<k}(\cos\theta_{jk}-h)^2=\sum\cos^2\theta_{jk}-2h\sum\cos\theta_{jk}+6h^2\ \ge\ \tfrac23+4h+6h^2=6\left(h+\tfrac13\right)^2 .$$

Equality needs $M=\tfrac43I$ and $\mathbf U=0$. The $4\times4$ matrix of cosines then has eigenvalue $4/3$ three times and eigenvalue 0 for the vector $(1,1,1,1)$. Its off-diagonal elements are therefore all $-1/3$, which is the tetrahedron. At $h=0$ the condition $\mathbf U=0$ drops out, and reversing individual bonds costs nothing.

Numerical minimization with the full $g$ gave the tetrahedron for $h=-1$, $-0.598$ and $-0.1$. The angle of four equal bonds thus says very little about $h$.

### The bond order is nonlinear

The energy contains $\sum_jb(\zeta_j)$, not $\sum_j\zeta_j$. Since $b$ is convex, unequal $\zeta_j$ could in principle pay off, so stability needs its own check. Fix four equal bond lengths and distort the angles slightly. Four directions have eight angles, less three rotations. The remaining five modes form a triplet $T_2$, in which $\mathbf U\neq0$ at first order, and a doublet $E$, in which it vanishes at that order.

For $T_2$ the following hold to leading order:

- Since $\sum_{k\ne j}\cos\theta_{jk}=\mathbf u_j\cdot\mathbf U-1$, we have $\delta\zeta_j=g'\,\mathbf u_j\cdot\mathbf U$. With $M=\frac43I$, this gives $\sum_j\delta\zeta_j^2=\frac43g'^2|\mathbf U|^2$.
- By symmetry, the cosine of a pair can respond only to the component of $\mathbf U$ along that pair's axis: $\delta\cos\theta_{jk}=\kappa(\mathbf u_j+\mathbf u_k)\cdot\mathbf U$. Summing over $k\neq j$ gives $\kappa(3-1)\mathbf u_j\cdot\mathbf U$, so $\kappa=\frac12$.
- The six vectors $\mathbf u_j+\mathbf u_k$ have squared length $4/3$ and lie in opposite pairs along three perpendicular axes. Hence $\sum_{j<k}(\delta\cos\theta_{jk})^2=\frac14\cdot2\cdot\frac43|\mathbf U|^2=\frac23|\mathbf U|^2$.
- The identity for $|\mathbf U|^2$ gives $\sum_{j<k}\delta\cos\theta_{jk}=\frac12|\mathbf U|^2$.

Each pair enters two of the $\zeta_j$, so through second order

$$\sum_j\delta\zeta_j=2\left[g'\tfrac12+\tfrac12g''\tfrac23\right]|\mathbf U|^2=\left(g'+\tfrac23g''\right)|\mathbf U|^2 .$$

Expanding $b$ to second order,

$$\delta\sum_jb_j=\left[b'\left(g'+\tfrac23g''\right)+\tfrac23b''g'^2\right]|\mathbf U|^2 .$$

The convexity term $b''$ opposes stability. For this set the bracket is nonetheless $-0.236$, both from the formula and from displaced bonds, so the distortion weakens the bonding. For $E$ the change is $b'g''\sum_{j<k}(\delta\cos\theta_{jk})^2$, which is negative because $b'<0$ and $g''>0$. The tetrahedron is a local energy minimum at fixed bond lengths.

### Why four bonds win

Take $Z$ equivalent bonds of length $r<2.7$ Å with no other atom inside the cutoff. Then $f=1$, the $\lambda_3$ factor is 1, and $b$ does not depend on $r$. Minimizing the pair energy gives

$$\lambda Ae^{-\lambda r}=\mu bBe^{-\mu r}\quad\Rightarrow\quad r=r_e-\frac{\ln b}{\lambda-\mu},$$

where $r_e$ is the dimer length, for which $b=1$. Putting the first relation back, the pair energy is $-bBe^{-\mu r}(1-\mu/\lambda)$. Since $e^{-\mu r}=e^{-\mu r_e}b^{\mu/(\lambda-\mu)}$,

$$\frac{E}{\text{atom}}=-\frac Z2\,D\,b^{\lambda/(\lambda-\mu)},\qquad D=Be^{-\mu r_e}\left(1-\frac\mu\lambda\right).$$

Adding a neighbour increases $Z$, but if the existing angles stay the same it also adds a positive term to each $\zeta$ and so reduces $b$. In the three structures below, $Z$ rises while $b$ falls. Here $D=2.666$ eV and the exponent is 3.317:

- Honeycomb sheet: $b=0.9933$, so $E=-1.5(2.666)(0.9933)^{3.317}=-3.91$ eV per atom.
- Diamond: $b=0.9583$, so $E=-2(2.666)(0.9583)^{3.317}=-4.63$ eV per atom.
- Simple cubic: $b=0.8300$, so $E=-3(2.666)(0.8300)^{3.317}=-4.31$ eV per atom.

The honeycomb angle of 120° is closer to 127°, and its bonds are indeed stronger than those of diamond, but there are too few of them. The bcc lattice gives $-4.20$ eV and beta-tin $-4.30$ eV. The fcc lattice gives $-3.87$ eV; its relaxed bonds lie within the cutoff range, so the closed formula does not apply to it.

A wider comparison uses the site energies. No structure can have an energy per atom below the lowest possible $E_i$. A search from random environments with 2 to 12 starting neighbours found nothing below $-4.6296$ eV, the diamond value, with $\lambda_3=1.7322$ Å$^{-1}$ or with $\lambda_3=0$. This is strong numerical evidence, not a proof.

"The ground state" also needs a qualification. Second neighbours in diamond are at 3.84 Å, beyond the cutoff. Hexagonal diamond has the same first-neighbour environment and therefore the same energy. Diamond shares the lowest energy found with the ideal tetrahedral polytypes.

### What happens at $h=-1/3$

Change $h$ alone, keep every other parameter, and relax each lattice again. Energies are in eV per atom:

| $h$ | diamond | sc | bcc | fcc |
|---|---:|---:|---:|---:|
| $-0.598$ | $-4.630$ | $-4.311$ | $-4.197$ | $-3.868$ |
| $-0.333$ | $-5.331$ | $-5.303$ | $-5.473$ | $-5.632$ |

The "tetrahedral" choice makes diamond lose to fcc. Diamond gains 0.70 eV, close to all it can gain, since $b$ is then nearly 1 and $E\simeq-2D$. The fcc lattice gains 1.76 eV, because moving $h$ towards zero also lowers the penalty on its 60° and 90° angles. For a 60° pair, $(\cos\theta-h)^2$ falls from 1.21 to 0.69. Against the three dense lattices in the table, diamond loses once $h$ rises above about $-0.396$, or 113°. The comparison shows what $h$ does with the rest held fixed; it does not say what a full refit at $h=-1/3$ would give.

There is a second drawback. Near $\cos\theta=h$, $(\beta\zeta)^n$ varies as $|\cos\theta-h|^{2n}$ with $2n=1.57$, which is sharper than a parabola. The constant 1 in $g$ rounds the tip of this near-cusp, on a scale $|\cos\theta-h|\sim K^{-1/2}\approx0.003$. With $h=-1/3$ diamond sits right on it. Under a volume-conserving tetragonal strain $e$, define the stiffness as $[\Delta E(e)+\Delta E(-e)]/e^2$. At $e=0.0002$ it is 442 eV per atom, and at $e=0.02$ it has dropped to 0.40 of that. With the published $h$ it is 50 eV per atom and changes by 0.2% between the same strains.

### Beside real silicon

Real silicon has the diamond structure, with a bond length of roughly 2.4 Å and a cohesive energy of roughly 4.6 eV per atom. The model's 2.35 Å and 4.63 eV are close, as one expects of parameters fitted to silicon. The angular stiffness is less close: the tetragonal stiffness equals $6V(C_{11}-C_{12})$, so 50 eV per atom with $V=20.0$ Å$^3$ gives $C_{11}-C_{12}=67$ GPa, against about 102 GPa measured. The energies of the other phases deserve less trust. The model has no explicit electrons, no separate description of metallic bonding and no bonds longer than 3.0 Å, and the error from these omissions is not estimated here. Vibrations can be sized. In an Einstein estimate the zero-point energy is 0.07 eV per atom. If a competitor had half the vibrational frequency, its free energy at 300 K would fall by 0.06 eV per atom relative to diamond. That would reduce the static gap of 0.32 eV to simple cubic, the nearest competitor among the lattices compared, without closing it. This margin holds only for those lattices. With the same parameters, structures not listed in the output lie closer to diamond: five-coordinated bct5 by 0.21 eV per atom, BC8 by 0.25 eV, and the fourfold clathrate Si$_{46}$ by only 0.06 eV. For a gap that small the estimate above settles nothing, and the actual vibrational spectra of both phases would have to be compared.

So read $h$ as one part of the penalty for crowding, together with $\beta$, $n$, $c$ and $d$. To learn which structure a parameter set favours, compare total energies across coordinations. The numerical output below lists the values for each lattice.

## Computed results

```
INPUT: published 1988 silicon set
A = 1830.8 eV, B = 471.18 eV
lambda = 2.4799, mu = 1.7322, lambda3 = 1.7322 1/angstrom
beta = 1.1e-06, n = 0.78734, c = 1.0039e+05, d = 16.217, h = -0.59825
cutoff from 2.7 to 3.0 angstrom
angle chosen by two free bonds = 126.74 deg
tetrahedral angle = 109.47 deg
four bonds, h = -1.000: mean cosine = -0.3333
four bonds, h = -0.598: mean cosine = -0.3333
four bonds, h = -0.100: mean cosine = -0.3333
T2 curvature of summed b: direct = -0.2359
T2 curvature of summed b: formula = -0.2359
dimer: length = 2.2952 angstrom, depth D = 2.6660 eV
exponent lambda/(lambda-mu) = 3.3167
LATTICES: Z, beta*zeta, b (first shell, no cutoff);
relaxed length in angstrom, energy in eV/atom
dimer: 1, 0.00000, 1.0000; 2.2952, -1.3330
chain: 2, 0.02586, 0.9658; 2.3416, -2.3758
honeycomb: 3, 0.00310, 0.9933; 2.3041, -3.9114
diamond: 4, 0.03374, 0.9583; 2.3521, -4.6296
hex-diamond: 4, 0.03374, 0.9583; 2.3521, -4.6296
sc: 6, 0.25501, 0.8300; 2.5444, -4.3110
bcc: 8, 0.47553, 0.7549; 2.6712, -4.1969
fcc: 12, 0.91641, 0.6579; 2.7559, -3.8677
beta-tin 4+2: 2.5325, -4.3017
beta-tin c/a (searched 0.45 to 0.65) = 0.525
second neighbours in diamond at 3.841 angstrom
nearest competitor: sc, gap = 0.3186 eV/atom
beta-tin with lambda3 = 0: -4.3017 eV/atom
site search, lambda3 = 1.7322: lowest = -4.6296 eV
  lowest with over 4.5 neighbours = -4.4826 eV
site search, lambda3 = 0.0: lowest = -4.6296 eV
  lowest with over 4.5 neighbours = -4.4568 eV
CHANGING h ALONE, eV/atom: honeycomb, diamond, sc, bcc, fcc
h = -0.800: -3.528, -3.837, -3.400, -3.141, -2.717; lowest diamond
h = -0.598: -3.911, -4.630, -4.311, -4.197, -3.868; lowest diamond
h = -0.500: -3.999, -4.975, -4.741, -4.716, -4.545; lowest diamond
h = -0.333: -3.802, -5.331, -5.303, -5.473, -5.632; lowest fcc
diamond loses above h = -0.3964, angle 113.35 deg
h = -0.598: shear stiffness at strain 0.0002 = 50.39 eV/atom
  ratio, strain 0.02 to 0.0002 = 0.998
h = -0.333: shear stiffness at strain 0.0002 = 441.77 eV/atom
  ratio, strain 0.02 to 0.0002 = 0.403
NEGLECTED: Einstein quantum = 0.0484 eV (mass 28.085 u)
zero-point energy = 0.0725 eV/atom
free-energy shift, half frequency, 300 K = 0.0619 eV/atom
```
